# Poor man's scaling for the anisotropic Kondo model, derived in two ways: a numerical check

```python
"""Poor man's scaling of the anisotropic Kondo model.

H = sum_k e_k c+_k c_k + Jz Sz sz + Jperp (Sx sx + Sy sy), s = c+ sigma c / 2,
flat band -D < e < D with density of states rho per spin, g = rho J.
Results under test, with l = ln(D / running cutoff):
  dgz/dl = gperp^2,  dgperp/dl = gz gperp,  gz^2 - gperp^2 invariant,
  k_B T_K = D exp(-1/(rho J)) on the isotropic antiferromagnetic line.
Independent roads: exact diagonalization of a band with edge levels,
numerical integration of the flow, and a numerical renormalization group (NRG).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
LOWER = np.array([[0.0, 1.0], [0.0, 0.0]])
SIGN = np.diag([1.0, -1.0])


# ---------- exact elimination of band-edge levels ----------
def fermion_operators(count):
    operators = []
    for mode in range(count):
        matrix = np.eye(1)
        for place in range(count):
            factor = SIGN if place < mode else (
                LOWER if place == mode else np.eye(2))
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


def effective_model(levels, couplings):
    """Exchange constants and mean energies at low-level filling 0, 1, 2."""
    c = fermion_operators(2 * len(levels))
    low = levels.index(0.0)
    local = [sum(c[2 * p + s] for p in range(len(levels))) for s in (0, 1)]
    low_ops = [c[2 * low], c[2 * low + 1]]

    def spin(ops, axis):
        return 0.5 * sum(PAULI[axis][a, b] * ops[a].T @ ops[b]
                         for a in (0, 1) for b in (0, 1))

    band = sum(levels[p] * c[2 * p + s].T @ c[2 * p + s]
               for p in range(len(levels)) for s in (0, 1))
    h0 = np.kron(np.eye(2), band)
    h = h0 + sum(couplings[a] * np.kron(PAULI[a] / 2, spin(local, a))
                 for a in range(3))
    diagonal = np.diag(h0)
    keep = np.flatnonzero(np.abs(diagonal - diagonal.min()) < 1e-9)
    assert len(keep) == 8
    energy, vectors = np.linalg.eigh(h)
    left, _, right = np.linalg.svd(vectors[keep, :8])
    rotation = left @ right
    h_eff = rotation @ np.diag(energy[:8]) @ rotation.conj().T
    exchange = []
    for a in range(3):
        op = np.kron(PAULI[a] / 2, spin(low_ops, a))[np.ix_(keep, keep)]
        exchange.append(4 * np.trace(h_eff @ op).real)
    number = np.kron(np.eye(2), sum(o.T @ o for o in low_ops))
    filling = np.diag(number)[keep]
    means = [np.diag(h_eff).real[np.abs(filling - n) < 1e-9].mean()
             for n in (0, 1, 2)]
    return np.array(exchange), np.array(means)


def second_order(levels, shape, size=0.01):
    """Part of the effective model even in J, divided by size^2."""
    plus = effective_model(levels, size * np.array(shape))
    minus = effective_model(levels, -size * np.array(shape))
    exchange = (plus[0] + minus[0]) / (2 * size**2)
    means = (plus[1] + minus[1]) / 2
    return exchange, (means - means[0]) / size**2


for shape in ([1.0, 1.0, 0.5], [1.0, 0.7, -0.4]):
    x, y, z = shape
    expected = np.array([y * z, z * x, x * y])
    both, pot_both = second_order([-1.0, 0.0, 1.0], shape)
    upper, pot_upper = second_order([0.0, 1.0], shape)
    lower, pot_lower = second_order([-1.0, 0.0], shape)
    assert np.allclose(both, expected, atol=2e-3)
    assert np.allclose(upper, expected / 2, atol=2e-3)
    assert np.allclose(lower, expected / 2, atol=2e-3)
    potential = (x * x + y * y + z * z) / 16
    assert abs(pot_upper[1] + potential) < 2e-3
    assert abs(pot_lower[1] - potential) < 2e-3
    assert np.max(np.abs(pot_both)) < 2e-3
    if x == y:
        print("Elimination, edge levels at -D and +D, Jperp:Jz = 1:0.5")
        print(f"  change of Jz    = {both[2]:.4f} Jperp^2/D")
        print(f"  change of Jperp = {both[0]:.4f} Jperp^2/D")
        print(f"  upper level alone: Jz change {upper[2]:.4f} Jperp^2/D")
        print(f"  lower level alone: Jz change {lower[2]:.4f} Jperp^2/D")
        print(f"  potential, upper alone {pot_upper[1]:+.4f} Jperp^2/D")
        print(f"  potential, lower alone {pot_lower[1]:+.4f} Jperp^2/D")
        print(f"  potential, both levels {abs(pot_both[1]):.4f} Jperp^2/D")


# ---------- scaling flow ----------
def flow(l, g):
    return [g[1]**2, g[0] * g[1]]


def run_flow(gz, gperp, length):
    return solve_ivp(flow, (0, length), [gz, gperp], method="DOP853",
                     rtol=1e-11, atol=1e-14).y[:, -1]


def divergence_length(gz, gperp):
    """Closed form for the scaling length at which the couplings diverge."""
    invariant = gz**2 - gperp**2
    if abs(invariant) < 1e-14:
        return 1 / gz
    root = np.sqrt(abs(invariant))
    if invariant < 0:
        return np.arccos(gz / abs(gperp)) / root
    return np.arctanh(root / gz) / root


def large_coupling(l, g):
    return g[0] - 1000.0


large_coupling.terminal = True
for gz, gp in ((0.1, 0.1), (0.15, 0.05), (-0.05, 0.2)):
    path = solve_ivp(flow, (0, 100), [gz, gp], method="DOP853",
                     rtol=1e-11, atol=1e-14, events=large_coupling)
    assert len(path.t_events[0]) == 1
    reached = path.t_events[0][0] + 1 / 1000.0
    assert abs(reached - divergence_length(gz, gp)) < 1e-5

ferro_end = run_flow(-0.2, 0.1, 200.0)
assert abs(ferro_end[0] + np.sqrt(0.2**2 - 0.1**2)) < 1e-7
assert abs(ferro_end[1]) < 1e-7

D, rho, J = 1.0, 0.5, 0.2
g0 = rho * J
kelvin = constants.e / constants.k
TK = D * np.exp(-1 / g0)
print(f"Example: D = {D:.1f} eV, rho = {rho:.1f} per eV, J = {J:.1f} eV")
print(f"  g0 = {g0:.3f}, l* = {divergence_length(g0, g0):.3f}")
print(f"  k_B T_K = {TK:.4e} eV; T_K = {TK * kelvin:.4f} K")
TK_half = D * np.exp(-1 / (g0 / 2))
print(f"  J halved: k_B T_K = {TK_half:.4e} eV")
print(f"  J halved: T_K = {TK_half * kelvin:.4e} K")
print("Isotropic flow: l, cutoff (eV), g, cutoff*exp(-1/g) (eV)")
for length in (2.0, 5.0, 8.0):
    g = run_flow(g0, g0, length)[0]
    cutoff = D * np.exp(-length)
    scale = cutoff * np.exp(-1 / g)
    assert abs(scale / TK - 1) < 1e-6
    print(f"  {length:.1f}  {cutoff:.4e}  {g:.4f}  {scale:.4e}")
print("Anisotropic flow: l, gz, gperp, gz^2 - gperp^2")
for length in (0.0, 5.0, 10.0):
    gz, gp = (0.15, 0.05) if length == 0 else run_flow(0.15, 0.05, length)
    assert abs(gz**2 - gp**2 - (0.15**2 - 0.05**2)) < 1e-8
    print(f"  {length:4.1f}  {gz:.4f}  {gp:.4f}  {gz**2 - gp**2:.6f}")
print("Ferromagnetic flow from gz = -0.2, gperp = 0.1")
print(f"  end point gz = {ferro_end[0]:.4f}, gperp = {abs(ferro_end[1]):.4f}")


# ---------- numerical renormalization group, D = 1 and rho = 1/2 ----------
LAM = 3.0          # logarithmic discretization parameter
KEEP = 160         # states kept per step
LAST = 32          # last chain site
# Restores the logarithm's coefficient lost by using one energy per interval.
CORRECTION = 0.5 * np.log(LAM) * (1 + 1 / LAM) / (1 - 1 / LAM)
UP, DOWN = np.kron(LOWER, np.eye(2)), np.kron(SIGN, LOWER)
PARITY = np.kron(SIGN, SIGN)
SITE_LABEL = np.array([0, 99, 101, 200])   # 100 * charge + 2 * spin z


def hopping_factor(n):
    return (0.5 * (1 + 1 / LAM) * (1 - LAM**(-n - 1.0))
            / np.sqrt((1 - LAM**(-2 * n - 1.0)) * (1 - LAM**(-2 * n - 3.0))))


def block_diagonalize(h, labels):
    energies, vectors, new_labels = [], [], []
    for label in np.unique(labels):
        index = np.flatnonzero(labels == label)
        e, v = np.linalg.eigh(h[np.ix_(index, index)])
        full = np.zeros((len(labels), len(index)))
        full[index] = v
        energies.append(e)
        vectors.append(full)
        new_labels += [label] * len(index)
    energies = np.concatenate(energies)
    order = np.argsort(energies)
    count = min(KEEP, len(order))
    while (count < len(order) and
           energies[order[count]] - energies[order[count - 1]] < 1e-5):
        count += 1                     # never cut through a multiplet
    order = order[:count]
    return (energies[order] - energies[order[0]],
            np.hstack(vectors)[:, order], np.array(new_labels)[order])


def first_excitation(gz, gperp):
    """Rescaled first excitation energy for chains ending at even sites."""
    jz, jp = 2 * CORRECTION * gz, 2 * CORRECTION * gperp
    sz = 0.5 * (UP.T @ UP - DOWN.T @ DOWN)
    flip = np.kron(LOWER, DOWN.T @ UP)  # impurity raised, electron lowered
    h = jz * np.kron(SIGN / 2, sz) + 0.5 * jp * (flip + flip.T)
    labels = (np.array([1, -1])[:, None] + SITE_LABEL).ravel()
    curve = []
    for n in range(LAST + 1):
        e, u, labels = block_diagonalize(h, labels)
        if n % 2 == 0:
            curve.append(e[1])
        blocks = u.reshape(-1, 4, u.shape[1])
        hop = 0
        for a in (UP, DOWN):
            newest = u.T @ (a @ blocks).reshape(u.shape)
            hop = hop + np.kron(newest.T, PARITY @ a)
        h = np.sqrt(LAM) * (np.kron(np.diag(e), np.eye(4))
                            + hopping_factor(n) * (hop + hop.T))
        labels = (labels[:, None] + SITE_LABEL).ravel()
    return np.array(curve)


# Screened state: free chain with its first site removed.
length = 20
hops = [hopping_factor(n) * LAM**(-n / 2) for n in range(1, length)]
free = np.linalg.eigvalsh(np.diag(hops, 1) + np.diag(hops, -1))
plateau = free[free > 0].min() * LAM**(length / 2)


def crossover_log(curve):
    """ln(D/T*), T* where the excitation reaches half the screened value."""
    sites = np.arange(0, LAST + 1, 2)
    target = plateau / 2
    first = int(np.argmax(curve > target))
    assert first > 0
    spline = CubicSpline(sites, curve)
    site = brentq(lambda s: spline(s) - target, sites[first - 1], sites[first])
    return 0.5 * site * np.log(LAM)


print("NRG crossover T*: g, 1/g, ln(D/T*)")
logs = {}
for g in (0.08, 0.10, 0.16):
    curve = first_excitation(g, g)
    logs[g] = crossover_log(curve)
    print(f"  {g:.2f}  {1 / g:.3f}  {logs[g]:.3f}")
assert abs(curve[-1] / plateau - 1) < 0.03
print(f"  screened excitation, NRG       = {curve[-1]:.4f} (rescaled)")
print(f"  free chain, first site removed = {plateau:.4f} (rescaled)")
measured = logs[0.08] - logs[0.16]
predicted = 1 / 0.08 - 1 / 0.16
# The neglected power-law prefactor contributes a few per cent here.
assert abs(measured / predicted - 1) < 0.10
print(f"  ln[T*(0.16)/T*(0.08)]: NRG {measured:.3f}, scaling {predicted:.3f}")

print("Anisotropic: gz, gperp, l*, ln ratio to g = 0.10: NRG, scaling")
for gz, gp in ((0.15, 0.05), (-0.05, 0.20)):
    measured = crossover_log(first_excitation(gz, gp)) - logs[0.10]
    l_star = divergence_length(gz, gp)
    predicted = l_star - 1 / 0.10
    # Allows for prefactors, which vary by a factor of order one.
    assert abs(measured - predicted) < 0.8
    print(f"  {gz:+.2f}  {gp:.2f}  {l_star:.3f}  {measured:+.3f}  {predicted:+.3f}")

ferro = first_excitation(-0.2, 0.1)
assert abs(ferro[-1]) < 1e-3
print(f"Ferromagnetic NRG: first excitation {abs(ferro[-1]):.4f} (rescaled)")
print("all assertions hold")
```

Running it gives:

```
Elimination, edge levels at -D and +D, Jperp:Jz = 1:0.5
  change of Jz    = 0.9999 Jperp^2/D
  change of Jperp = 0.4999 Jperp^2/D
  upper level alone: Jz change 0.5000 Jperp^2/D
  lower level alone: Jz change 0.5000 Jperp^2/D
  potential, upper alone -0.1406 Jperp^2/D
  potential, lower alone +0.1406 Jperp^2/D
  potential, both levels 0.0000 Jperp^2/D
Example: D = 1.0 eV, rho = 0.5 per eV, J = 0.2 eV
  g0 = 0.100, l* = 10.000
  k_B T_K = 4.5400e-05 eV; T_K = 0.5268 K
  J halved: k_B T_K = 2.0612e-09 eV
  J halved: T_K = 2.3919e-05 K
Isotropic flow: l, cutoff (eV), g, cutoff*exp(-1/g) (eV)
  2.0  1.3534e-01  0.1250  4.5400e-05
  5.0  6.7379e-03  0.2000  4.5400e-05
  8.0  3.3546e-04  0.5000  4.5400e-05
Anisotropic flow: l, gz, gperp, gz^2 - gperp^2
   0.0  0.1500  0.0500  0.020000
   5.0  0.1804  0.1120  0.020000
  10.0  0.4221  0.3977  0.020000
Ferromagnetic flow from gz = -0.2, gperp = 0.1
  end point gz = -0.1732, gperp = 0.0000
NRG crossover T*: g, 1/g, ln(D/T*)
  0.08  12.500  11.060
  0.10  10.000  8.405
  0.16  6.250  4.289
  screened excitation, NRG       = 0.9238 (rescaled)
  free chain, first site removed = 0.9238 (rescaled)
  ln[T*(0.16)/T*(0.08)]: NRG 6.770, scaling 6.250
Anisotropic: gz, gperp, l*, ln ratio to g = 0.10: NRG, scaling
  +0.15  0.05  12.465  +2.634  +2.465
  -0.05  0.20  9.416  -0.609  -0.584
Ferromagnetic NRG: first excitation 0.0000 (rescaled)
all assertions hold
```
